# One-loop vacuum polarization in two, three and four dimensions

## Problem

A fermion of mass $m>0$ and charge $e$ is coupled to the electromagnetic field in $d$ Euclidean dimensions. Units are $\hbar=c=1$, and the Dirac matrices obey $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. The unit Dirac matrix has trace $N$. The fermion action is $\bar\psi(\gamma\cdot\partial+m+ie\,\gamma\cdot A)\psi$, so the free propagator is

$$S(k)=\frac{1}{i\gamma\cdot k+m}=\frac{m-i\gamma\cdot k}{k^2+m^2}.$$

Integrating out the fermion adds $-\mathrm{Tr}\ln(1+S\,ie\gamma\cdot A)$ to the action of the field. Since $-\ln(1+X)=-X+X^2/2-\dots$, the quadratic term is $-\frac{e^2}{2}\mathrm{Tr}[S\,\gamma\cdot A\,S\,\gamma\cdot A]$. Writing it as $\frac12 A_\mu\Pi_{\mu\nu}A_\nu$ defines the one-loop polarization tensor

$$\Pi_{\mu\nu}(Q)=-e^2\int\!\frac{d^dk}{(2\pi)^d}\,\mathrm{tr}\,[\gamma_\mu S(k)\gamma_\nu S(k+Q)].$$

Divergent integrals are defined by analytic continuation in $d$.

1. Show that the parity-even part is $\Pi_{\mu\nu}=(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)P_d(Q^2)$, and express $P_d$ through a Gauss hypergeometric function.
2. Reduce it to elementary functions for $d=2,3,4$, with a subtraction at $Q=0$ in $d=4$.
3. Continue the results to timelike momentum $q^2=-Q^2$ with $0<q^2<4m^2$.
4. Evaluate them at $Q=1.5\,m$ and at $q=1.2\,m$.

## First estimate by scaling

The tensor structure takes two powers of $Q$ out of the integral. Two propagators and a trace behave as $k^{-2}$ at large $k$, so power counting suggests $k^{-4}$ for what remains in $P_d$. The estimate assumes this form down to a scale $M$ where the mass or the external momentum cuts the integral off. The momentum is shared by two propagators, which suggests $M=\max(m,Q/2)$. With the area $S_d$ of the unit sphere,

$$P_d\sim Ne^2\frac{S_d}{(2\pi)^d}\int_M^\infty k^{d-5}dk=Ne^2\frac{S_d}{(2\pi)^d}\,\frac{M^{d-4}}{4-d}\qquad(d<4).$$

Using $S_2=2\pi$ and $S_3=4\pi$,

$$P_2\sim\frac{Ne^2}{4\pi M^2},\qquad P_3\sim\frac{Ne^2}{2\pi^2M}.$$

In $d=4$ the integral diverges logarithmically, but the divergence cancels in a difference. With $S_4=2\pi^2$,

$$P_4(0)-P_4(Q^2)\sim\frac{Ne^2}{8\pi^2}\ln\frac{Q}{2m}\qquad(Q\gg2m).$$

For $Q<2m$ this crude cutoff gives no $Q$ dependence at all. One can then say only that the massive loop has an expansion in $Q^2/m^2$, so that the difference starts at that order.

At $Q=1.5\,m$ the estimate uses $M=m$. For $N=2$ it gives $P_2\sim e^2/(2\pi m^2)=0.159\,e^2/m^2$ and $P_3\sim e^2/(\pi^2m)=0.101\,e^2/m$.

## Exact solution

### From the loop to one parameter integral

Let $p=k+Q$. The trace of four Dirac matrices is

$$\mathrm{tr}\,\gamma_\mu\gamma_\alpha\gamma_\nu\gamma_\beta=N(\delta_{\mu\alpha}\delta_{\nu\beta}-\delta_{\mu\nu}\delta_{\alpha\beta}+\delta_{\mu\beta}\delta_{\alpha\nu}).$$

The two factors $-i$ multiply to $-1$, so the numerator of the loop is

$$N[m^2\delta_{\mu\nu}-k_\mu p_\nu-k_\nu p_\mu+\delta_{\mu\nu}\,k\cdot p].$$

Terms with three Dirac matrices have been dropped. Their traces vanish in $d=2$ and $d=4$. In $d=3$ they can survive, as they do for a two-component fermion, and then form an antisymmetric, parity-odd tensor that is not part of $P_d$.

The denominators are combined with

$$\frac1{AB}=\int_0^1\frac{dx}{[(1-x)A+xB]^2},\qquad A=k^2+m^2,\quad B=p^2+m^2.$$

Completing the square with $l=k+xQ$ turns the bracket into $l^2+\Delta$, where

$$\Delta=m^2+wQ^2,\qquad w=x(1-x).$$

Now $k=l-xQ$ and $p=l+(1-x)Q$. Terms odd in $l$ integrate to zero, and rotational symmetry replaces $l_\mu l_\nu$ by $l^2\delta_{\mu\nu}/d$. Hence

$$k_\mu p_\nu+k_\nu p_\mu\to\frac{2l^2}{d}\delta_{\mu\nu}-2wQ_\mu Q_\nu,\qquad k\cdot p\to l^2-wQ^2,$$

and the numerator becomes

$$N\left\{\delta_{\mu\nu}\left[m^2-wQ^2+\left(1-\tfrac2d\right)l^2\right]+2wQ_\mu Q_\nu\right\}.$$

Two radial integrals are needed. Substituting $y=l^2/\Delta$ gives Beta functions, and with $S_d=2\pi^{d/2}/\Gamma(d/2)$ and $a=2-d/2$,

$$\int\!\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2+\Delta)^2}=\frac{\Gamma(a)\,\Delta^{-a}}{(4\pi)^{d/2}},$$

$$\int\!\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2+\Delta)^2}=\frac d2\,\frac{\Gamma(1-d/2)\,\Delta^{1-a}}{(4\pi)^{d/2}}.$$

The first converges for $0<d<4$, the second for $0<d<2$; beyond that they are continued. In the numerator the second one carries the factor $1-2/d$, and

$$\left(1-\tfrac2d\right)\tfrac d2\,\Gamma\!\left(1-\tfrac d2\right)=-\left(1-\tfrac d2\right)\Gamma\!\left(1-\tfrac d2\right)=-\Gamma(a).$$

The $l^2$ term therefore acts as $-\Delta$. This holds even at $d=2$, where a vanishing factor meets a pole and leaves a finite remainder. The bracket becomes $m^2-wQ^2-\Delta=-2wQ^2$, and the whole numerator is $-2wN(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)$. The tensor is transverse, as gauge invariance demands. With the prefactor $-e^2$ the result is the following, positive for $d<4$ where $\Gamma(a)>0$:

$$P_d=\frac{2Ne^2\,\Gamma(a)}{(4\pi)^{d/2}}\int_0^1 w\,\Delta^{-a}\,dx .$$

### The hypergeometric function

Set $t=Q^2/(4m^2)$, so that $\Delta=m^2(1+4tw)$. The binomial series gives

$$\int_0^1w(1+4tw)^{-a}dx=\sum_{n=0}^\infty\frac{(a)_n}{n!}(-4t)^nB_n,\qquad B_n=\int_0^1w^{n+1}dx=\frac{[(n+1)!]^2}{(2n+3)!},$$

with $(a)_n=a(a+1)\cdots(a+n-1)$. The first coefficient is $B_0=1/6$, and successive ones have the ratio

$$\frac{B_{n+1}}{B_n}=\frac{(n+2)^2}{(2n+4)(2n+5)}=\frac14\,\frac{n+2}{n+5/2}.$$

Thus $B_n=\frac16\,4^{-n}(2)_n/(5/2)_n$. The powers of 4 cancel, and the sum is one sixth of a Gauss series:

$$P_d=\frac{Ne^2\,\Gamma(a)\,m^{d-4}}{3(4\pi)^{d/2}}F_d(t),\qquad F_d(t)={}_2F_1\!\left(a,2;\tfrac52;-t\right).$$

The series converges for $|t|<1$, because $4w\le1$. The parameter integral is analytic in $t$ away from the cut $t\le-1$, so it continues the identity to all $t>-1$. In particular,

$$P_2=\frac{Ne^2}{12\pi m^2}F_2,\qquad P_3=\frac{Ne^2}{24\pi m}F_3 .$$

For the reductions it helps to set $u=2x-1$. Then $4w=1-u^2$, and by symmetry $\int_0^1dx$ becomes $\int_0^1du$.

### Two dimensions

Here $a=1$. Writing $w/(1+4tw)=[1-1/(1+4tw)]/(4t)$,

$$F_2=6\int_0^1\frac{w\,dx}{1+4tw}=\frac{3}{2t}(1-J),\qquad J=\int_0^1\frac{du}{1+t-tu^2}.$$

With $s^2=(1+t)/t$ the integral is $J=\frac1t\int_0^1du/(s^2-u^2)=\mathrm{artanh}(1/s)/(ts)$. Moreover

$$\mathrm{artanh}\frac1s=\frac12\ln\frac{\sqrt{1+t}+\sqrt t}{\sqrt{1+t}-\sqrt t}=\ln\left(\sqrt t+\sqrt{1+t}\right)\equiv L,$$

because the product of numerator and denominator is 1. Since $ts=\sqrt{t(1+t)}$,

$$F_2=\frac{3}{2t}\left[1-\frac{L}{\sqrt{t(1+t)}}\right].$$

### Three dimensions

Here $a=1/2$. Let $R=\sqrt{1+t-tu^2}$. Then

$$F_3=\frac32\int_0^1\frac{1-u^2}{R}\,du=\frac32(I_0-I_2),\qquad I_n=\int_0^1\frac{u^n}{R}\,du.$$

The first integral is $I_0=\arcsin\sqrt{t/(1+t)}/\sqrt t=\arctan(\sqrt t)/\sqrt t$. For the second, $tu^2=(1+t)-R^2$ gives

$$tI_2=(1+t)I_0-\int_0^1R\,du .$$

Integrating by parts, with $R=1$ at $u=1$ and $dR/du=-tu/R$, yields $\int_0^1R\,du=1+tI_2$. Inserting this gives $2tI_2=(1+t)I_0-1$, and therefore

$$I_0-I_2=\frac{2tI_0-(1+t)I_0+1}{2t}=\frac{1+(t-1)I_0}{2t},$$

$$F_3=\frac{3}{4t}\left[1+(t-1)\frac{\arctan\sqrt t}{\sqrt t}\right].$$

### Four dimensions

As $d\to4$, $a\to0$ and $\Gamma(a)\approx1/a$ diverges. The divergence does not depend on $Q$, so the difference from $Q=0$ is finite:

$$H_4=\lim_{a\to0}\Gamma(a)(1-F_d)=6\int_0^1w\ln(1+4tw)\,dx=\frac32\int_0^1(1-u^2)\ln(1+t-tu^2)\,du.$$

Integrate by parts with the antiderivative $u-u^3/3$. It vanishes at $u=0$, and the logarithm vanishes at $u=1$. The derivative of the logarithm is $-2u/(s^2-u^2)$, so

$$H_4=\int_0^1\frac{3u^2-u^4}{s^2-u^2}\,du=\int_0^1\left[-3+u^2+s^2+\frac{3s^2-s^4}{s^2-u^2}\right]du .$$

The last term integrates to $(3s-s^3)L$, the others to $-8/3+s^2$. With $s^2=1+1/t$,

$$H_4=-\frac53+\frac1t+\left(2-\frac1t\right)\sqrt{1+\frac1t}\;L,$$

$$P_4(0)-P_4(Q^2)=\frac{Ne^2}{48\pi^2}H_4=\frac{\alpha}{3\pi}H_4\quad(N=4,\ e^2=4\pi\alpha).$$

### Timelike momentum below threshold

Put $t=-\tau$ with $\tau=q^2/(4m^2)$ and $0<\tau<1$. Each formula contains $\sqrt t$ in even combinations, so the sign chosen in $\sqrt t=i\sqrt\tau$ does not matter. The replacements are

$$\frac{L}{\sqrt t}\to\frac{\theta}{\sqrt\tau},\quad\theta=\arcsin\sqrt\tau=\arctan\sqrt{\frac{\tau}{1-\tau}},\qquad\frac{\arctan\sqrt t}{\sqrt t}\to\frac{\mathrm{artanh}\sqrt\tau}{\sqrt\tau}.$$

They give

$$F_2=\frac{3}{2\tau}\left[\frac{\theta}{\sqrt{\tau(1-\tau)}}-1\right],\qquad F_3=\frac{3}{4\tau}\left[(1+\tau)\frac{\mathrm{artanh}\sqrt\tau}{\sqrt\tau}-1\right],$$

$$H_4=-\frac53-\frac1\tau+\left(2+\frac1\tau\right)\sqrt{\frac{1-\tau}{\tau}}\;\theta .$$

The functions have exchanged roles. For spacelike momentum the even dimensions $d=2,4$ contain a logarithm and $d=3$ an arctangent; below threshold it is the reverse, since $\mathrm{artanh}\sqrt\tau=\frac12\ln[(1+\sqrt\tau)/(1-\sqrt\tau)]$.

At $\tau=1$ the external momentum can create a real pair. In the parameter integral, $1+4tw=(1-\tau)+\tau u^2$ then vanishes at $u=0$. Its power $-a$ is integrated over a region of width $\sqrt{1-\tau}$, which yields a singular term of order $(1-\tau)^{1/2-a}=(1-\tau)^{(d-3)/2}$, with a logarithm at $d=3$. The elementary forms show this in detail as $\tau\to1$:

$$F_2\to\frac{3\pi}{4\sqrt{1-\tau}},\qquad F_3\to\frac34\left[\ln\frac{4}{1-\tau}-1\right],\qquad H_4\to-\frac83 .$$

At $1-\tau=10^{-6}$ the function $F_3$ is 10.651, in agreement with its logarithmic law, while $H_4=-2.662$ is still 0.005 above its limit. That gap is the term $3\sqrt{1-\tau}\,\pi/2$ of the formula. So close to threshold, repeated photon exchange within the pair, which the one-loop result omits, can change the singular behaviour. For $\tau>1$ an imaginary part appears and the real forms above no longer apply.

### Numbers at the two points

At $Q=1.5\,m$, $\sqrt t=3/4$ and $\sqrt{1+t}=5/4$. Hence $L=\ln2=0.693147$, and $\arctan(3/4)=0.643501$. The three functions are

$$F_2=\frac{1.5}{0.5625}\left[1-\frac{0.693147}{0.9375}\right]=0.6950,$$

$$F_3=\frac{0.75}{0.5625}\left[1-\frac{0.4375}{0.75}\times0.643501\right]=0.8328,$$

$$H_4=-\frac53+\frac{16}{9}+\frac29\times\frac53\times0.693147=0.3678.$$

For $N=2$, the prefactors $1/(6\pi)$ and $1/(12\pi)$ give

$$P_2=0.03687\,\frac{e^2}{m^2},\qquad P_3=0.02209\,\frac{e^2}{m}.$$

A four-component fermion in $d=3$ doubles the latter to $0.04418\,e^2/m$. The original loop with explicit Dirac matrices was integrated numerically in the combination $(\Pi_{TT}-\Pi_{LL})/Q^2$, with $L$ along $Q$ and $T$ transverse to it. Any term proportional to $\delta_{\mu\nu}$ cancels in this combination, which for a transverse tensor equals $P_d$. In $d=4$ a logarithmic divergence remains, and it cancels only in the difference between two values of $Q$. The check thus tests the coefficient of $Q_\mu Q_\nu$, while transversality rests on the derivation above. It reproduces both $N=2$ values. In $d=4$ it reproduces the finite difference $P_4$ at $0.5\,m$ minus $P_4$ at $1.5\,m$, which is $0.002695\,e^2$ for $N=4$. These comparisons are in the numerical output.

At $q=1.2\,m$, $\sqrt\tau=3/5$ and $\sqrt{1-\tau}=4/5$. Now $\theta=\arctan(3/4)$ and $\mathrm{artanh}(3/5)=\ln2$, so the same two numbers return with their roles exchanged:

$$F_2=\frac{1.5}{0.36}\left[\frac{0.643501}{0.48}-1\right]=1.419,$$

$$F_3=\frac{0.75}{0.36}\left[\frac{1.36\times0.693147}{0.6}-1\right]=1.190,$$

$$H_4=-\frac53-\frac{25}{9}+\frac{43}{9}\times\frac43\times0.643501=-0.3451.$$

Both $F_2$ and $F_3$ exceed their value 1 at $Q=0$: the polarization grows towards the pair threshold and falls for spacelike momentum.

In $d=4$ this fall means weaker screening at short distance. The interaction is proportional to $e_0^2/[1+P_4(Q^2)]$, where $e_0$ is the bare charge. If $e^2$ is the value at $Q=0$, then to one-loop accuracy

$$e^2_{\rm eff}(Q)=\frac{e^2}{1-[P_4(0)-P_4(Q^2)]}.$$

For $N=4$ and the measured $\alpha=0.00729735$, the bracket is $(\alpha/3\pi)\times0.3678=2.85\times10^{-4}$. The coupling at $Q=1.5\,m$ is thus larger than at $Q=0$ by about 0.028 per cent. This counts one fermion species; heavier charged particles and higher loops are left out.

## Comparison of estimate and solution

**Large momentum.** For $t\to\infty$, $L\to\frac12\ln(4t)$ and $\arctan\sqrt t\to\pi/2$. Then $F_2\to3/(2t)$ and $F_3\to3\pi/(8\sqrt t)$, so that

$$P_2\to\frac{Ne^2}{2\pi Q^2},\qquad P_3\to\frac{Ne^2}{32\,Q},\qquad H_4\to\ln\frac{Q^2}{m^2}-\frac53 .$$

The powers of $Q$ and the logarithm are those of the estimate. With $M=Q/2$ the estimated coefficients are $N/\pi$ and $N/\pi^2$, too large by factors of 2 and $32/\pi^2\approx3.2$. In $d=4$ the exact coefficient of $\ln Q$ is $Ne^2/(24\pi^2)$, one third of the estimate.

In $d=2$ with $N=2$ the limit has a direct physical meaning. The field's inverse propagator $Q^2(1+P_2)$ becomes $Q^2+e^2/\pi$ for a massless fermion, so the loop gives the field a mass $e/\sqrt\pi$.

**Small momentum.** At $Q=0$, $F_d=1$, and the exact values are $P_2=Ne^2/(12\pi m^2)$ and $P_3=Ne^2/(24\pi m)$. The estimate is too large by factors of 3 and $12/\pi\approx3.8$. The parameter integral shows why. The loop carries the weight $2w$, whose average is $2\times\frac16=\frac13$, and the estimate replaced it by 1. This also explains the factor 3 in the $d=4$ logarithm. In $d=2$ the sharp cutoff does no further damage, because

$$\int_m^\infty\frac{dk}{k^3}=\int_0^\infty\frac{k\,dk}{(k^2+m^2)^2}=\frac{1}{2m^2}.$$

In $d=3$ the corresponding integrals are $1/m$ and $\pi/(4m)$, which supplies the remaining $4/\pi$.

The first term of the hypergeometric series provides the momentum dependence that the cutoff missed:

$$F_d\approx1-\frac{4a}{5}t,\qquad H_4\approx\frac45t=\frac{Q^2}{5m^2}.$$

The difference in $d=4$ does start at order $Q^2/m^2$. At $t=0.5625$ this term alone gives $H_4\approx0.45$, which is 22 per cent above the full 0.3678, so $Q=1.5\,m$ already lies outside the range where the leading term suffices.

**At $Q=1.5\,m$.** The estimates $0.159\,e^2/m^2$ and $0.101\,e^2/m$ exceed the exact $0.0369$ and $0.0221$ by factors of 4.3 and 4.6. These are the factors 3 and 3.8 found at $Q=0$, divided by $F_2=0.695$ and $F_3=0.833$. In $d=2$ and $d=3$ scaling thus gives the leading dependence on $m$ or $Q$ in each limit. Its magnitude is too large by a factor between 2 and about 5.3. The mismatch is greatest at $Q=2m$, where the two cutoffs meet: there $F_2=0.565$ and $F_3=0.75$, and the factors are 5.3 and 5.1. In $d=4$ the logarithmic estimate vanishes at $Q=2m$; for $Q\gg2m$ it gives the logarithmic growth, with a coefficient three times too large. The limiting coefficients and the threshold behaviour can be read from the parameter integral, while the crossover near $Q\sim2m$ needs the full function.

## Computed values

```
fermion mass m = 1.0 (unit of mass)
spacelike Q = 1.50 m, t = 0.5625
timelike q = 1.20 m, tau = 0.3600
arsinh(sqrt t) = 0.693147
arctan(sqrt t) = 0.643501
artanh(sqrt tau) = 0.693147
arcsin(sqrt tau) = 0.643501
ln 2 = 0.693147
-- spacelike point: elementary form | hypergeometric
F_2 = 0.695048 | 0.695048
F_3 = 0.832832 | 0.832832
H_4 = 0.367832 | 0.367832
-- timelike point: elementary form | hypergeometric
F_2 = 1.419280 | 1.419280
F_3 = 1.189862 | 1.189862
H_4 = -0.345104 | -0.345104
-- loop with explicit matrices | formula, at Q = 1.5 m
P_2 (N=2) = 0.0368734 | 0.0368734 e^2/m^2
P_3 (N=2) = 0.0220916 | 0.0220916 e^2/m
P_4(0.5 m) - P_4(1.5 m) (N=4) = 0.0026945 | 0.0026945 e^2
P_3 (N=4) = 0.0441831 e^2/m
-- four dimensions, N=4, measured alpha
alpha = 0.007297353
P(0) - P(Q^2) = 2.848027e-04
relative increase of coupling = 2.848838e-04
-- large momentum, t = 1e8
Q^2 P_2 (N=2) = 0.318310 e^2; 1/pi = 0.318310
Q P_3 (N=4) = 0.125000 e^2
H_4 - ln(4t) = -1.666667
-- threshold, 1 - tau = 1e-06
F_2 sqrt(1-tau) = 2.35320; 3 pi/4 = 2.35619
F_3 = 10.65136; logarithmic law = 10.65135
H_4 = -2.66196; limit -8/3 = -2.66667
```
